# Why confinement slows hole-driven dissolution of thin pore walls: a program that tests the result

```python
"""
Result under test: holes entering a thin wall from bulk are suppressed by
    R(w) = (lam/w) * sum_n exp(-n^2 E1/kT),   E1 = pi^2 hbar^2/(2 m w^2),
and a wall dissolved only by these holes thins ever more slowly:
    dw/dt = -(w/tau) R(w),   tau = g H/(Omega j0).
w: wall thickness, m: hole mass, lam: thermal wavelength h/sqrt(2 pi m kT),
g: holes used per atom removed, Omega: volume per atom, H: wall height over
which the holes are consumed, j0: one-sided hole flux offered at the mouth.
Units: nm, eV, s. Model parameters are round numbers, not a named material.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erfi

# ---------------------------------------------------------------- parameters
MASS = 0.2                 # hole mass / electron mass
TEMP = 300.0               # K
CURRENT = 10.0             # offered one-sided hole current, mA/cm^2
HOLES_PER_ATOM = 2.0
ATOM_VOLUME = 0.02         # nm^3
HEIGHT = 100.0             # nm
W_START = 8.0              # nm
BARRIER = 3.0              # eV, for the finite-barrier case

kT = const.k * TEMP / const.e


def kinetic_constant(mass):
    """hbar^2/(2m) in eV nm^2."""
    return const.hbar**2 / (2 * mass * const.m_e) / const.e * 1e18


def thermal_wavelength(mass):
    """h/sqrt(2 pi m kT) in nm."""
    return const.h / np.sqrt(2*np.pi*mass*const.m_e*const.k*TEMP) * 1e9


C = kinetic_constant(MASS)
lam = thermal_wavelength(MASS)
j0 = CURRENT * 10.0 / const.e * 1e-18          # holes per nm^2 per s
tip_speed = ATOM_VOLUME * j0 / HOLES_PER_ATOM  # nm/s
tau = HEIGHT / tip_speed


def ground_energy(w, mass=MASS):
    return kinetic_constant(mass) * (np.pi / w)**2


def entry_factor(w, mass=MASS):
    n = np.arange(1, 81)
    levels = n**2 * ground_energy(w, mass)
    return thermal_wavelength(mass) / w * np.sum(np.exp(-levels / kT))


# ------------------------------- entry factor from flux integrals and levels
def flux_ratio_numerical(w):
    """Fermi-occupied one-sided fluxes, with levels from a finite grid."""
    points = 1000
    h = w / (points + 1)
    levels = eigh_tridiagonal(np.full(points, 2*C/h**2),
                              np.full(points - 1, -C/h**2),
                              eigvals_only=True, select='i',
                              select_range=(0, 24))
    mu = -10 * kT
    k = np.linspace(0, np.sqrt(45*kT/C), 6001)
    wall = 0.0
    for level in levels:
        occupied = np.log1p(np.exp((mu - level - C*k**2) / kT))
        wall += 2/(2*np.pi)**2 * 2*trapezoid(occupied, k)
    occupied = np.log1p(np.exp((mu - C*k**2) / kT))
    bulk = 2/(2*np.pi)**3 * trapezoid(2*np.pi*k*occupied, k)
    return wall / (w * bulk)


numerical_R = {w: flux_ratio_numerical(w) for w in (2.0, 3.0, 4.0, 8.0)}
for w, value in numerical_R.items():
    assert abs(value / entry_factor(w) - 1) < 2e-3, (w, value)

# Poisson-summed form, thick-wall limit, thin-wall limit, monotonic rise
for w in (3.0, 6.0, 12.0, 30.0):
    k = np.arange(1, 60)
    s = lam / w
    poisson = 1 - s/2 + 2*np.sum(np.exp(-4*np.pi*k**2/s**2))
    assert abs(poisson - entry_factor(w)) < 1e-10
assert abs(entry_factor(30.0) - (1 - lam/60.0)) < 1e-8
thin = lam/3.0 * np.exp(-ground_energy(3.0)/kT)
assert abs(thin / entry_factor(3.0) - 1) < 1e-6
scan = np.array([entry_factor(w) for w in np.linspace(1.5, 40, 400)])
assert np.all(np.diff(scan) > 0)


# ------------------------- lattice scattering: wide region meets narrow wall
# Lattice spacing and hopping energy are 1; hard walls at both sides.
NARROW, WIDE = 15, 127
W_LAT = NARROW + 1
OFFSET = (WIDE - NARROW) // 2


def transverse_levels(sites):
    n = np.arange(1, sites + 1)
    return 2 - 2*np.cos(np.pi*n/(sites + 1))


def lead_self_energy(E, sites, offset):
    """Semi-infinite lead seen by the NARROW sites starting at offset."""
    rows = np.arange(offset + 1, offset + NARROW + 1)
    n = np.arange(1, sites + 1)
    modes = np.sqrt(2/(sites+1)) * np.sin(np.pi*np.outer(rows, n)/(sites+1))
    z = E - 2 - transverse_levels(sites)
    inside = np.abs(z) < 2
    root = np.sqrt(np.abs(z**2 - 4))
    surface = np.where(inside, z - 1j*root, z - np.sign(z)*root) / 2
    return (modes * surface) @ modes.T


SLICE = 4*np.eye(NARROW) - np.eye(NARROW, k=1) - np.eye(NARROW, k=-1)


def transmission(E, length, endless_wall):
    left = lead_self_energy(E, WIDE, OFFSET)
    if endless_wall:
        right = lead_self_energy(E, NARROW, 0)
    else:
        right = lead_self_energy(E, WIDE, OFFSET)
    bare = E*np.eye(NARROW) - SLICE
    previous, through = left, None
    for j in range(length):
        matrix = bare - previous
        if j == length - 1:
            matrix = matrix - right
        previous = np.linalg.inv(matrix)
        through = previous if through is None else -through @ previous
    gamma_l = 1j*(left - left.conj().T)
    gamma_r = 1j*(right - right.conj().T)
    return np.trace(gamma_l @ through @ gamma_r @ through.conj().T).real


E1_lat = transverse_levels(NARROW)[0]
X_LAT = 8.0                                  # E1/kT in the lattice test
kT_lat = E1_lat / X_LAT
nodes, weights = np.polynomial.laguerre.laggauss(30)
mean_transmission = 0.0
for u, weight in zip(nodes, weights):
    E = E1_lat + u*kT_lat
    T = transmission(E, 1, True)
    open_modes = np.sum(transverse_levels(NARROW) < E)
    assert -1e-8 < T < open_modes + 1e-8
    mean_transmission += weight * T
assert 0.3 < mean_transmission < 1.0

# decay below threshold against the continuum decay constant
E_test = 0.3 * E1_lat
decay_lat = np.log(transmission(E_test, 30, False)
                   / transmission(E_test, 45, False)) / 15
decay_formula = 2*np.sqrt((np.pi/W_LAT)**2 - E_test)
assert abs(decay_lat / decay_formula - 1) < 0.01

# tunnelling flux relative to flux above threshold, at 1, 2, 3 foot depths
foot_lat = W_LAT * X_LAT / (2*np.pi)
energies = (np.arange(120) + 0.5) / 120 * E1_lat
tunnel_share = []
for multiple in (1, 2, 3):
    L = int(round(multiple * foot_lat))
    T = np.array([transmission(E, L, False) for E in energies])
    flux = np.sum(np.exp((E1_lat - energies)/kT_lat) * T)
    flux *= (energies[1] - energies[0]) / kT_lat
    tunnel_share.append(flux / mean_transmission)
assert tunnel_share[0] > tunnel_share[1] > tunnel_share[2]
assert tunnel_share[2] < 0.25


# ------------------------------------------------------- thinning of the wall
def thin_wall(w_start, times, factor):
    """Integrate dw/dt = -(w/tau) factor(w)."""
    run = solve_ivp(lambda t, y: [-y[0]/tau*factor(y[0])],
                    (0, max(times)), [w_start], t_eval=times,
                    method='LSODA', rtol=1e-10, atol=1e-12)
    assert run.success
    return run.y[0]


times = [10.0, 100.0, 1000.0, 10000.0]
w_confined = thin_wall(W_START, times, entry_factor)
w_from_6 = thin_wall(6.0, times, entry_factor)
w_free = thin_wall(W_START, times, lambda w: 1.0)
assert np.allclose(w_free[:2], W_START*np.exp(-np.array(times[:2])/tau),
                   rtol=1e-5)


def time_function(x):
    return np.sqrt(np.pi)/2 * (np.sqrt(np.pi)*erfi(np.sqrt(x))
                               - np.exp(x)/np.sqrt(x))


# one-subband closed form against the full integration
x_start = ground_energy(W_START) / kT
w_closed = []
for t in times:
    x = brentq(lambda q: time_function(q) - time_function(x_start) - t/tau,
               x_start, 60)
    w_closed.append(np.sqrt(C*np.pi**2/(kT*x)))
assert np.all(np.abs(np.array(w_closed[2:])/w_confined[2:] - 1) < 0.01)

# late-time logarithmic law against the closed form
ratio_late = 1e8
x_closed = brentq(lambda q: time_function(q) - ratio_late, 2, 60)
x_log = brentq(lambda q: q - 1.5*np.log(q)
               - np.log(4*ratio_late/np.sqrt(np.pi)), 2, 60)
assert abs(x_log/x_closed - 1) < 0.01

# evening out of a small thickness difference
gap = 0.01
late_a = thin_wall(6.0, [100.0], entry_factor)[0]
late_b = thin_wall(6.0 + gap, [100.0], entry_factor)[0]
shrink_numerical = (late_b - late_a) / gap
shrink_formula = late_a*entry_factor(late_a) / (6.0*entry_factor(6.0))
assert abs(shrink_numerical/shrink_formula - 1) < 0.02
assert shrink_numerical < late_a/6.0   # stronger than plain proportional loss

# doubled mass: thickness falls by about sqrt(2) at equal time
w_heavy = thin_wall(W_START, [1000.0],
                    lambda w: entry_factor(w, 2*MASS))[0]
assert abs(w_confined[2]/w_heavy/np.sqrt(2) - 1) < 0.03

# -------------------------------------------------------------- finite barrier
k_barrier = np.sqrt(BARRIER / C)
spill = 1 / k_barrier


def finite_levels(w, count=6):
    levels = []
    for n in range(1, count + 1):
        if k_barrier*w <= (n - 1)*np.pi:
            break
        k = brentq(lambda q: q*w + 2*np.arcsin(min(1.0, q/k_barrier))
                   - n*np.pi, 0, k_barrier)
        levels.append(C*k**2)
    return np.array(levels)


def finite_entry_factor(w):
    return lam/w * np.sum(np.exp(-finite_levels(w)/kT))


h = 0.002
z = (np.arange(int(round(9.0/h))) + 0.5)*h - 4.5
potential = np.where(np.abs(z) < 1.5, 0.0, BARRIER)
E1_grid = eigh_tridiagonal(2*C/h**2 + potential,
                           np.full(len(z) - 1, -C/h**2),
                           eigvals_only=True, select='i',
                           select_range=(0, 0))[0]
E1_finite = finite_levels(3.0)[0]
E1_wide = ground_energy(3.0 + 2*spill)
assert abs(E1_grid/E1_finite - 1) < 2e-3
assert abs(E1_wide/E1_grid - 1) < 0.02
w_finite = thin_wall(W_START, [1000.0], finite_entry_factor)[0]
assert w_finite < w_confined[2]

# ---------------------------------------------------------------------- output
print(f"hole mass = {MASS} electron masses")
print(f"temperature = {TEMP:.0f} K, kT = {kT:.5f} eV")
print(f"hbar^2/(2m) = {C:.5f} eV nm^2")
print(f"thermal wavelength = {lam:.3f} nm")
print("thickness nm | E1 eV | E1/kT | exp(-E1/kT) | R")
for w in (2.0, 3.0, 4.0, 6.0, 8.0, 12.0, 30.0):
    e = ground_energy(w)
    print(f"{w:5.1f} | {e:.4f} | {e/kT:.3f} | {np.exp(-e/kT):.3e}"
          f" | {entry_factor(w):.3e}")
print(f"R at 3 nm from flux integrals = {numerical_R[3.0]:.3e}")
print(f"lattice test: E1/kT = {X_LAT:.1f}")
print(f"mean transmission at mouth = {mean_transmission:.3f}")
print(f"decay constant, lattice/formula = {decay_lat/decay_formula:.4f}")
for multiple, share in zip((1, 2, 3), tunnel_share):
    print(f"tunnel/over-threshold flux at {multiple} foot depths"
          f" = {share:.3f}")
foot = 3.0*ground_energy(3.0)/(2*np.pi*kT)
print(f"foot depth of 3 nm wall = {foot:.2f} nm")
print(f"offered current = {CURRENT:.0f} mA/cm^2")
print(f"offered flux j0 = {j0:.1f} holes/(nm^2 s)")
print(f"holes per atom = {HOLES_PER_ATOM:.0f}")
print(f"atom volume = {ATOM_VOLUME} nm^3")
print(f"wall height = {HEIGHT:.0f} nm")
print(f"pore tip speed = {tip_speed:.3f} nm/s, tau = {tau:.2f} s")
print("time s | w from 8 nm | w from 6 nm | closed form (nm)")
for t, a, b, c in zip(times, w_confined, w_from_6, w_closed):
    print(f"{t:.0f} | {a:.3f} | {b:.3f} | {c:.3f}")
print(f"no confinement: w at 10 s = {w_free[0]:.3f} nm")
print(f"no confinement: w at 100 s = {w_free[1]:.4f} nm")
w_end = w_confined[2]
print(f"E1 at 1000 s = {ground_energy(w_end):.4f} eV"
      f" = {ground_energy(w_end)/kT:.2f} kT")
print(f"R at 1000 s = {entry_factor(w_end):.3e}")
print(f"thinning rate at 1000 s = {w_end/tau*entry_factor(w_end):.2e} nm/s")
print(f"t/tau = 1e8: x closed = {x_closed:.3f}, x log law = {x_log:.3f}")
print(f"gap shrink 6 nm, 100 s: numerical = {shrink_numerical:.4e}")
print(f"gap shrink 6 nm, 100 s: formula = {shrink_formula:.4e}")
print(f"mass {2*MASS}: w at 1000 s = {w_heavy:.3f} nm")
print(f"barrier = {BARRIER:.0f} eV, spill length = {spill:.3f} nm")
print(f"3 nm, finite barrier: E1 = {E1_finite:.4f} eV")
print(f"3 nm, widened hard wall: E1 = {E1_wide:.4f} eV")
print(f"3 nm, finite barrier: R = {finite_entry_factor(3.0):.3e}")
print(f"finite barrier: w at 1000 s = {w_finite:.3f} nm")
print("ALL CHECKS PASSED")
```

Printed output:

```
hole mass = 0.2 electron masses
temperature = 300 K, kT = 0.02585 eV
hbar^2/(2m) = 0.19050 eV nm^2
thermal wavelength = 9.623 nm
thickness nm | E1 eV | E1/kT | exp(-E1/kT) | R
  2.0 | 0.4700 | 18.182 | 1.270e-08 | 6.109e-08
  3.0 | 0.2089 | 8.081 | 3.094e-04 | 9.925e-04
  4.0 | 0.1175 | 4.545 | 1.062e-02 | 2.554e-02
  6.0 | 0.0522 | 2.020 | 1.326e-01 | 2.132e-01
  8.0 | 0.0294 | 1.136 | 3.210e-01 | 3.989e-01
 12.0 | 0.0131 | 0.505 | 6.035e-01 | 5.990e-01
 30.0 | 0.0021 | 0.081 | 9.224e-01 | 8.396e-01
R at 3 nm from flux integrals = 9.925e-04
lattice test: E1/kT = 8.0
mean transmission at mouth = 0.736
decay constant, lattice/formula = 0.9966
tunnel/over-threshold flux at 1 foot depths = 1.032
tunnel/over-threshold flux at 2 foot depths = 0.049
tunnel/over-threshold flux at 3 foot depths = 0.010
foot depth of 3 nm wall = 3.86 nm
offered current = 10 mA/cm^2
offered flux j0 = 624.2 holes/(nm^2 s)
holes per atom = 2
atom volume = 0.02 nm^3
wall height = 100 nm
pore tip speed = 6.242 nm/s, tau = 16.02 s
time s | w from 8 nm | w from 6 nm | closed form (nm)
10 | 6.511 | 5.376 | 6.528
100 | 4.037 | 3.941 | 4.038
1000 | 3.064 | 3.060 | 3.064
10000 | 2.618 | 2.617 | 2.618
no confinement: w at 10 s = 4.286 nm
no confinement: w at 100 s = 0.0156 nm
E1 at 1000 s = 0.2002 eV = 7.75 kT
R at 1000 s = 1.359e-03
thinning rate at 1000 s = 2.60e-04 nm/s
t/tau = 1e8: x closed = 23.929, x log law = 24.002
gap shrink 6 nm, 100 s: numerical = 6.9437e-02
gap shrink 6 nm, 100 s: formula = 6.9615e-02
mass 0.4: w at 1000 s = 2.169 nm
barrier = 3 eV, spill length = 0.252 nm
3 nm, finite barrier: E1 = 0.1528 eV
3 nm, widened hard wall: E1 = 0.1531 eV
3 nm, finite barrier: R = 8.711e-03
finite barrier: w at 1000 s = 2.556 nm
ALL CHECKS PASSED
```
